\section*{Spin-Torque Thresholds of In-Plane and Perpendicular Layers at Equal Barrier}

\section*{Question}

Two magnetic memory layers, one magnetized in its plane and one perpendicular to it, are driven by spin-polarized current. Each is a single domain of total moment $M$ and direction $\mathbf m$, with $|\mathbf m|=1$. Their energies are
\begin{align}
U_{\rm in}&=\tfrac12M(-B_km_x^2+B_dm_z^2), &
U_{\rm perp}&=-\tfrac12M'B_pm_z^2 ,
\end{align}
where $z$ is the film normal, $B_k$ the in-plane anisotropy field, $B_d$ the effective magnetization expressed as a field, and $B_p$ the perpendicular anisotropy field. All three are positive.

Let $\mathbf p$ be the initial easy direction, $+x$ or $+z$. The incoming electrons carry moments along $-\mathbf p$. Each delivers a fraction $\eta$ of its spin $1/2$, multiplied by the part of $-\mathbf p$ transverse to $\mathbf m$. The efficiency $\eta$ does not depend on angle. Applied field, temperature and field-like torque are absent. Both layers have the same Gilbert damping $\alpha$, the same $\eta$ and the same barrier $U_b$.

Atomic units are used in the algebra. A current then has the dimension of energy, and numerical currents are quoted as $\hbar I/e$ in eV. Take $B_d=1$ T, $B_k=0.03$ T, $B_p=0.2$ T, $U_b=1.5$ eV, $\alpha=0.01$ and $\eta=0.5$; these are round model parameters.

\section*{Part (a): barrier and torque}

\textbf{Find the barrier of each layer, and write the spin torque in terms of the current.}

\subsection*{Model answer}

A path from $+x$ to $-x$ must cross $m_x=0$. There $U_{\rm in}=MB_dm_z^2/2\ge0$, with minimum zero at $\mathbf m=\pm\hat y$. A rotation within the plane never exceeds zero, so it attains this lower bound. The starting energy is $-MB_k/2$. The same argument with the circle $m_z=0$ serves the perpendicular layer. Hence
\begin{equation}
U_b=\tfrac12MB_k=\tfrac12M'B_p. \label{barrier}
\end{equation}
The large field $B_d$ is absent, because the easiest path stays in the plane.

The transverse part of $-\mathbf p$ is $-\mathbf p+\mathbf m(\mathbf m\cdot\mathbf p)=\mathbf m\times(\mathbf m\times\mathbf p)$. The current delivers spin at the rate $\eta I/2$ times this vector. Multiplication by the gyromagnetic ratio $\gamma$ converts angular momentum to moment, and division by $M$ gives the change of direction:
\begin{equation}
\dot{\mathbf m}\big|_{\rm spin}=\gamma a\,\mathbf m\times(\mathbf m\times\mathbf p),
\qquad a=\frac{\eta I}{2M}. \label{current}
\end{equation}
The torque strength $a$ is a field.

\section*{Part (b): loss of stability}

\textbf{Find the value of $a$ at which each initial state becomes unstable, without assuming small damping.}

\subsection*{Model answer}

Let a prime denote $d/d(\gamma t)$. The Gilbert equation is
\begin{equation}
\mathbf m'=-\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\mathbf m'
+a\,\mathbf m\times(\mathbf m\times\mathbf p), \label{gilbert}
\end{equation}
with $\mathbf B=-M^{-1}\partial U/\partial\mathbf m=(B_km_x,0,-B_dm_z)$ for the in-plane layer.

Put $\mathbf m\simeq(1,u,v)$ and keep first order. The $y$ and $z$ components of $\mathbf m\times\mathbf B$ are $(B_k+B_d)v$ and $-B_ku$. Those of $\mathbf m\times\mathbf m'$ are $-v'$ and $u'$, and the spin torque gives $au$ and $av$. Therefore
\begin{align}
u'+\alpha v'&=au-(B_k+B_d)v, &
v'-\alpha u'&=B_ku+av .
\end{align}
Solving for the derivatives,
\begin{align}
(1+\alpha^2)u'&=(a-\alpha B_k)u-(B_k+B_d+\alpha a)v,\\
(1+\alpha^2)v'&=(B_k+\alpha a)u+[a-\alpha(B_k+B_d)]v .
\end{align}
The matrix of this system has trace and determinant
\begin{align}
T&=\frac{2a-\alpha(2B_k+B_d)}{1+\alpha^2}, &
\Delta&=\frac{a^2+B_k(B_k+B_d)}{1+\alpha^2}.
\end{align}
In the determinant the terms $\pm\alpha a(2B_k+B_d)$ cancel, and the rest contains a factor $1+\alpha^2$. Since $\Delta>0$, both eigenvalues have negative real parts if and only if $T<0$. The threshold is
\begin{equation}
a_{\rm in}=\alpha\left(B_k+\tfrac12B_d\right). \label{ain}
\end{equation}
For the perpendicular layer both transverse stiffnesses equal $B_p$. Replacing $B_k$ by $B_p$ and $B_d$ by zero, with the axes relabelled, gives $a_{\rm perp}=\alpha B_p$.

The current must overcome damping averaged over the two transverse directions, whose stiffnesses are $B_k$ and $B_k+B_d$. The barrier contains the softer one alone.

\section*{Part (c): comparison at equal barrier}

\textbf{Find the ratio of the two instability currents and evaluate it. Does it require equal moments?}

\subsection*{Model answer}

Equation \eqref{current} gives $I=2Ma/\eta$, and \eqref{barrier} gives $M=2U_b/B_k$ and $M'=2U_b/B_p$. Thus
\begin{align}
I_{\rm perp}&=\frac{2}{\eta}\,\frac{2U_b}{B_p}\,\alpha B_p=\frac{4\alpha U_b}{\eta},\\
I_{\rm in}&=\frac{2}{\eta}\,\frac{2U_b}{B_k}\,\alpha\left(B_k+\tfrac12B_d\right)
=I_{\rm perp}\left(1+\frac{B_d}{2B_k}\right).
\end{align}
The ratio is
\begin{equation}
\frac{I_{\rm in}}{I_{\rm perp}}=1+\frac{1}{2(0.03)}=17.67\approx18 .
\end{equation}
The perpendicular threshold is $4(0.01)(1.5)/0.5=0.12$ eV, or 29.2 $\mu$A. The in-plane instability current is $0.12\times17.67=2.12$ eV, or 516 $\mu$A.

Equal moments are not required. With $\mu_B=5.788\times10^{-5}$ eV/T, the in-plane moment is $2(1.5)/(5.788\times10^{-5}\times0.03)=1.73\times10^6\,\mu_B$, while the perpendicular one is $2.59\times10^5\,\mu_B$. If the moments were equal instead of the barriers, the current ratio would be $a_{\rm in}/a_{\rm perp}=0.0053/0.0020=2.65$. The result concerns total currents. Current densities have the same ratio only if the areas are equal, which here requires moments per unit area in the ratio $B_p/B_k=6.7$. For equal moment per unit area the density ratio is again 2.65.

As $B_d/B_k\to0$ the ratio tends to one. For $B_d\gg B_k$ it approaches $B_d/(2B_k)$, so a small in-plane anisotropy is costly at fixed barrier.

\section*{Part (d): from instability to reversal}

\textbf{For weak damping and a constant current above the instability threshold, decide whether instability leads to reversal in each layer. A small tilt is present when the current is applied.}

\subsection*{Model answer}

To first order in $\alpha$ and $a$, replace $\mathbf m'$ on the right of \eqref{gilbert} by $-\mathbf m\times\mathbf B$. Then $U'=-M\mathbf B\cdot\mathbf m'$ becomes
\begin{equation}
\frac{U'}M=-\alpha|\mathbf m\times\mathbf B|^2
+a(\mathbf m\times\mathbf B)\cdot(\mathbf m\times\mathbf p). \label{power}
\end{equation}

\paragraph{Perpendicular layer.} With $m_z=\cos\theta$, the right side is $B_p\cos\theta\sin^2\theta\,(a-\alpha B_p\cos\theta)$. The left side is $B_p\cos\theta\sin\theta\,\theta'$, so $\theta'=\sin\theta\,(a-\alpha B_p\cos\theta)$. For $a>\alpha B_p$ this is positive throughout $0<\theta<\pi$: instability leads to reversal.

\paragraph{In-plane layer.} An undamped orbit conserves $c=m_x^2-(B_d/B_k)m_z^2$, since $U=-MB_kc/2$. The initial state has $c=1$ and the saddle $c=0$. Using $\mathbf m\cdot\mathbf B=B_kc$ and $B_dm_z^2=B_k(m_x^2-c)$,
\begin{align}
|\mathbf m\times\mathbf B|^2&=B_k[(B_k+B_d)m_x^2-c(B_d+cB_k)],\\
(\mathbf m\times\mathbf B)\cdot(\mathbf m\times\mathbf p)&=B_k(1-c)m_x .
\end{align}
The motion follows from $m_x'=B_dm_ym_z$. Define
\begin{equation}
X=\frac{B_d+cB_k}{B_d+B_k},\qquad
\mu=1-\frac cX=\frac{B_d(1-c)}{B_d+cB_k}.
\end{equation}
Eliminating $m_y$ and $m_z$ gives $m_x'^2=B_k(B_k+B_d)(m_x^2-c)(X-m_x^2)$. The substitution $m_x^2=X(1-\mu\sin^2\phi)$ turns this into
\begin{equation}
\phi'=\nu\sqrt{1-\mu\sin^2\phi},\qquad \nu^2=B_k(B_d+cB_k).
\end{equation}
Half an orbit is $0<\phi<\pi$; the other half contributes equally. With the complete elliptic integrals $K=\int_0^{\pi/2}(1-\mu\sin^2\phi)^{-1/2}d\phi$ and $E=\int_0^{\pi/2}(1-\mu\sin^2\phi)^{1/2}d\phi$, the integrals of $1$, $m_x$ and $m_x^2$ over this time are $2K/\nu$, $\pi\sqrt X/\nu$ and $2XE/\nu$. Setting the integrated power \eqref{power} to zero, with $B_d+cB_k=(B_d+B_k)X$, gives $a=\alpha w(c)$, where
\begin{equation}
w=\frac2\pi(B_k+B_d)\sqrt X\,\frac{E-cK}{1-c}. \label{w}
\end{equation}
As $c\to1$, $E\simeq\frac\pi2(1-\frac\mu4)$ and $K\simeq\frac\pi2(1+\frac\mu4)$, so $w\to B_k+B_d/2$, in agreement with \eqref{ain}. As $c\to0$, $E\to1$ and $cK\to0$, so
\begin{equation}
w(0)=\frac2\pi\sqrt{B_d(B_d+B_k)} .
\end{equation}

It remains to show that $w$ rises from the first value to the second. Let $\kappa=B_k/B_d$, $q=\sqrt{1+\kappa c}$ and $D=[E-(1-\mu)K]/\mu=\int_0^{\pi/2}\cos^2\phi\,(1-\mu\sin^2\phi)^{-1/2}d\phi$. Since $c=X(1-\mu)$, $1-X=\kappa(1-c)/(1+\kappa)$ and $1-c=\mu q^2$, equation \eqref{w} becomes
\begin{equation}
w=\frac{2B_d}{\pi}\sqrt{1+\kappa}\left[\frac Dq+\frac{\kappa q}{1+\kappa}(1-\mu)K\right].
\end{equation}
Write $K=\sum k_n\mu^n$, where $k_{n+1}/k_n=[(2n+1)/(2n+2)]^2$; then $D=\sum k_n\mu^n/(2n+2)$. Let $G=-d[(1-\mu)K]/d\mu$. The coefficients of $\mu^n$ are
\begin{equation}
\frac{dD}{d\mu}:\ \frac{k_n(2n+1)^2}{8(n+1)(n+2)},\qquad
G:\ \frac{k_n(4n+3)}{4(n+1)} .
\end{equation}
Their ratio, $(2n+1)^2/[2(n+2)(4n+3)]$, is at least $1/12$, because this is equivalent to $40n^2+26n\ge0$. Hence $dD/d\mu\ge G/12$. The derivative of the square bracket is
\begin{equation}
\frac1q\frac{dD}{d\mu}-\frac{\kappa q}{1+\kappa}G
-\frac{dq}{d\mu}\left[\frac D{q^2}-\frac{\kappa(1-\mu)K}{1+\kappa}\right].
\end{equation}
As $q^2\le1+\kappa$, the first two terms sum to at least $(G/q)(1/12-\kappa)$. In the last term $dq/d\mu<0$, and $D\ge\pi/4$ with $(1-\mu)K\le\pi/2$ makes its bracket positive for $\kappa<1/2$. Thus $w$ rises with $\mu$, that is, as $c$ falls, whenever $\kappa<1/12$. Here $\kappa=0.03$.

For $\alpha w(1)<a<\alpha w(0)$, smaller orbits therefore gain energy and larger ones lose it. The layer settles into steady precession and does not reverse. This holds for a current held in this window. A slow ramp from zero behaves differently in the noiseless model: the tilt changes at the rate $T/2\simeq a-a_{\rm in}$, so it first decays, and under a linear ramp it is regained only near $a=2a_{\rm in}$, beyond the window.

Above $\alpha w(0)$ the orbit reaches the saddle. Let $J$ be the integral of $|(\mathbf m\times\mathbf B)\cdot(\mathbf m\times\mathbf p)|$ over half a turn there. The excess energy on crossing is at most $M[a-\alpha w(0)]J$. On the far side $m_x<0$, so the spin torque also removes energy, and the loss per half turn is $M[a+\alpha w(0)]J$, which is larger. The moment is captured and relaxes to $-x$.

The in-plane reversal current, relative to the perpendicular threshold, is
\begin{equation}
\frac{w(0)}{B_k}=\frac{2}{\pi}\,\frac{\sqrt{1\times1.03}}{0.03}=21.5,
\end{equation}
or 2.58 eV (629 $\mu$A). This is 1.22 times the in-plane instability current. The factor of about 18 is thus a ratio of stability thresholds; deterministic reversal in this model needs about 22.

Trajectories of the full equation \eqref{gilbert} agree with this picture. Started 0.5 rad from $+x$, the in-plane moment returns to $+x$ at 0.95 of its instability threshold. At 1.10 it precesses with mean $c=0.274$, against $0.275$ from \eqref{w}, and at 1.30 it reverses. The perpendicular layer returns at 0.80 of its threshold and reverses at 1.20. These values are in the numerical output.

An angle-dependent $\eta$ would change the orbit balance, and thermal agitation could carry the moment over the saddle at a lower current. The factor 21.5 is tied to their absence, and to the single-domain assumption: with $\mu_0M_s\approx1$ T and a thickness of 2 nm the in-plane layer is about 110 nm across, large enough that a real layer need not rotate uniformly. A field-like torque is different: it acts as a constant field along $\mathbf p$, which does no net work on a closed orbit. If its strength is proportional to $a$, it alters the orbits only at order $\alpha$, and its correction to the factor vanishes in the weak-damping limit. At $\alpha=0.01$ the correction need not be negligible: near reversal, a field-like torque as strong as $a$ corresponds to a field of about $0.2B_k$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Effective magnetization field Bd: 1.00 T
In-plane anisotropy field Bk: 0.030 T
Perpendicular anisotropy field Bp: 0.20 T
Common barrier: 1.50 eV
Damping alpha: 0.010 (dimensionless)
Spin efficiency eta: 0.50 (dimensionless)
Bohr magneton: 5.78838e-05 eV/T
In-plane moment: 1.7276e+06 Bohr magnetons
Perpendicular moment: 2.5914e+05 Bohr magnetons
In-plane instability torque field: 0.00530 T
Perpendicular instability torque field: 0.00200 T
In-plane reversal torque field: 0.00646 T
Instability-current ratio, formula: 17.6667
Instability-current ratio, eigenvalues: 17.6667
Weak-damping reversal-current ratio: 21.5366
Reversal/instability, in-plane: 1.2191
Perpendicular threshold hbar*I/e: 0.1200 eV
In-plane instability hbar*I/e: 2.1200 eV
In-plane reversal hbar*I/e: 2.5844 eV
Perpendicular threshold current: 29.21 microampere
In-plane instability current: 516.0 microampere
In-plane reversal current: 629.1 microampere
Orbit c at 1.10 threshold, simulated: 0.274
Orbit c at 1.10 threshold, predicted: 0.275
In-plane at 0.95 threshold, late c: 0.9995
In-plane at 1.30 threshold, final m_x: -0.990
Perpendicular at 0.80 threshold, final m_z: 1.000
Perpendicular at 1.20 threshold, final m_z: -0.990
\end{verbatim}
